# The von Neumann–Wigner theorem and the noncrossing rule in molecules, part 2

How many conditions must hold for two levels of a molecule to coincide? $H$ is the clamped-nucleus electronic Hamiltonian in a finite basis, restricted to one block of all unitary symmetries. An antiunitary operator acts as $T\psi=U\psi^*$ with $U$ unitary. The allowed $H$ with $n$ levels form a real vector space $X_n$, $\dim X_n=n+\tfrac12\beta\, n(n-1)$, in one of three classes:

- $\beta=1$: $H$ commutes with a $T$ that has $T^2=+1$;
- $\beta=2$: no antiunitary symmetry acts within the block;
- $\beta=4$: $H$ commutes with a $T$ that has $T^2=-1$.

It is assumed that every Hermitian matrix obeying the stated condition is allowed. A level has $k=1$ state for $\beta=1,2$ and $k=2$ (a Kramers pair) for $\beta=4$.

Matrices with $m$ coinciding consecutive levels form $\mathcal D_m$, of codimension $c_m=(m-1)+\tfrac12\beta\,m(m-1)$; $c=c_2=1+\beta$. The table's tangent rank is the dimension of $\mathcal D_m$.

**Theorem.**

(b) Let $H(q)\in X_n$ be a $C^1$ family, with $q$ in an open set of $\mathbb R^d$ and $d<c$. For all $K\in X_n$ outside a set of measure zero, no two levels of $H(q)+K$ coincide at any $q$.

(c) Let $d\ge c$, $H(q_0)\in\mathcal D_2$, and let $J_{ai}=\partial x_a/\partial q_i$ have rank $c$ at $q_0$. For every small enough $K\in X_n$ the points near $q_0$ at which this pair of levels of $H(q)+K$ coincides form a manifold of dimension $d-c$.

**Lemma 2.** Every $h\in X_2$, of size $D=2k$, is $h=\bar E\,\mathbb 1+\sum_{a=1}^{c}x_a\Gamma_a$ with real $x_a$, traceless Hermitian $\Gamma_a$ and $\Gamma_a\Gamma_b+\Gamma_b\Gamma_a=2\delta_{ab}\mathbb 1$. Its levels are $\bar E\pm|x|$, and $x_a=\operatorname{tr}(\Gamma_ah)/D$.

The gap is $s=2|x|$. The $\Gamma_a$ are $\tau_z,\tau_x$ for $\beta=1$, also $\tau_y$ for $\beta=2$, and $\tau_z,\tau_x,\tau_y\sigma_x,\tau_y\sigma_y,\tau_y\sigma_z$ for $\beta=4$, with Pauli matrices $\tau$ on the level index and $\sigma$ within a pair.

**Lemma 3** (for $m=2$). Let the columns of $V_0$ be an orthonormal basis, adapted to $T$, of the degenerate eigenspace of $H_0\in\mathcal D_2$. Near $H_0$ a smooth $h(H)\in X_2$ has exactly the eigenvalues of this pair of levels, and $\frac{d}{dt}h(H_0+tK)\big|_{t=0}=V_0^\dagger KV_0$.

## Two measurements of $c$ by diagonalisation

For $H_0+\epsilon(K+\sum_iq_iH_i)$ with $H_0\in\mathcal D_2$, Lemma 3 gives $x=\epsilon(x_0+Jq)+O(\epsilon^2)$, where $x_{0a}=\operatorname{tr}(\Gamma_aV_0^\dagger KV_0)/D$. At leading order the smallest gap is $2\epsilon$ times the distance from $x_0$ to the range of $J$. Direct minimisation of the diagonalised gap over twelve random families per case, restricted to well-conditioned $J$, agrees with this prediction. With $d=c$ the largest minimum is $10^{-8}$, $2\times10^{-8}$ and $10^{-7}$ in units of $\epsilon$, which is numerical zero. With $d=c-1$ the medians are $1.071$, $1.092$ and $1.099$; for Gaussian $K$ as defined in the next paragraph, the distance is the one component of $x_0$ normal to the range of $J$, so the smallest gap is $2\epsilon|g|/\sqrt D$ with $g$ standard normal. The median of $|g|$ is $0.674$, which gives expected medians $0.95$, $0.95$ and $0.67$; medians of twelve samples scatter widely about these, and the third is a high fluctuation.

The second measurement takes $K=\sum_\mu g_\mu B_\mu$, with $B_\mu$ a basis of $X_n$ orthonormal under $\operatorname{tr}(B_\mu B_\nu)$ and $g_\mu$ independent standard normal numbers. The matrices $V_0\Gamma_aV_0^\dagger/\sqrt D$ are orthonormal elements of $X_n$, and an isotropic Gaussian has independent standard normal components $g_a$ along any orthonormal set. At leading order $x_a=\epsilon g_a/\sqrt D$ and $s^2=(4\epsilon^2/D)\sum_ag_a^2$. The sum has mean $c$ and variance $c(\langle g^4\rangle-1)=2c$, so
$$c=\frac{2\langle s^2\rangle^2}{\operatorname{Var}(s^2)},\qquad \frac{\langle s^2\rangle}{\epsilon^2}=\frac{4c}{D}=4,\ 6,\ 5 .$$
Sampled spectra give $c=2.02,\ 3.01,\ 4.94$ and $\langle s^2\rangle/\epsilon^2=3.99,\ 5.98,\ 5.00$.

## Which class a molecule belongs to

For $N_e$ electrons time reversal has $T^2=(-1)^{N_e}$. Without spin–orbit coupling or a magnetic field, complex conjugation of the spatial function is a symmetry with square $+1$. Such an operator fixes the class only of a block that it maps into itself. If a threefold rotation is the only spatial symmetry, for example, complex conjugation exchanges the two blocks with complex rotation eigenvalues, and each of them has $\beta=2$. The class $\beta=4$ needs odd $N_e$, spin–orbit coupling, and a block that contains both members of each of its Kramers pairs. With a threefold axis as the only spatial symmetry, the block with rotation eigenvalue $-1$ is of this kind, while the other two blocks are exchanged by $T$.

**Levels in different blocks.** No allowed matrix element connects them. If no symmetry maps one block onto the other, the two blocks vary independently and the single condition is $E_a-E_b=0$, so $c=1$; by the intermediate value theorem a sign change of $E_a(R)-E_b(R)$ survives small perturbations that do not couple the blocks. Two blocks exchanged by $T$, such as the $\pm i$ mirror blocks or the $\pm\Omega$ blocks below, have identical spectra. A coincidence of different levels across them is then a coincidence within one block and costs $c=1+\beta$ conditions, with $\beta$ the class of that block.

**Planar molecule, odd $N_e$, one mirror only.** A reflection is inversion times a rotation by $\pi$, so on each spin it acts as $\mp i\sigma$ along the normal, with square $-1$; it commutes with $T$. The mirror $\sigma_h$ has eigenvalues $\pm i$, and $\sigma_h\psi=i\psi$ implies $\sigma_hT\psi=T(i\psi)=-iT\psi$. Time reversal exchanges the two blocks. Any Hermitian $h_+$ on the $+i$ block extends to $H=h_+\oplus Th_+T^{-1}$, which commutes with $T$ because $T^2$ is a scalar. The block is thus of class $\beta=2$ and $c=3$. In Lemma 2 the mirror is $i\sigma_z$ on the pair index, and only $\tau_z,\tau_x,\tau_y\sigma_z$ commute with it. With four pairs the allowed space has dimension $16$ and the sampled $c$ is $3.00$.

**Diatomic molecule.** Let $z$ be the axis and $\sigma_v$ the mirror $y\to-y$. Both $T$ and $\sigma_v$ reverse $J_z$, so $\Theta=\sigma_vT$ commutes with it and, the eigenvalue $\hbar\Omega$ being real, maps each $\Omega$ block into itself. Its square is $\sigma_v^2T^2=(-1)^{N_e}(-1)^{N_e}=+1$. For one electron, $U_\Theta$ has the spin factor $(-i\sigma_y)(i\sigma_y)=\mathbb 1$. Labels with real eigenvalues, $g/u$ and $0^\pm$, are also kept by $\Theta$. For $\Omega\ne0$ any $\Theta$-invariant $h_\Omega$ extends to $h_\Omega\oplus Th_\Omega T^{-1}$, which commutes with $T$, with $\Theta$ (since $\Theta$ commutes with $T$) and hence with $\sigma_v$. Each block is of class $\beta=1$, with or without spin–orbit coupling; without it the argument holds for $\Lambda$ with the spatial parts of the operators. In a model with $s,p_x,p_y,p_z$ orbitals and spin, the three-state $\Omega=\tfrac12$ block has $\dim X=6$ and sampled $c=1.98$; dropping the mirror gives $9$ and $3.01$.

A uniform magnetic field adds $(e/2m_e)(\mathbf L+2\mathbf S)\cdot\mathbf B$, taking the spin $g$ factor as $2$. Choose the $xz$ plane to contain the axis and $\mathbf B$. The mirror reverses the $x$ and $z$ components of an axial vector and $T$ reverses them back, so $\Theta$ survives, while a $y$ component would break it. The diamagnetic term, proportional to $|\mathbf B\times\mathbf r|^2$, is real and even in $y$. The class stays $\beta=1$, although a tilted field merges the $\Omega$ blocks.

**Corollary (noncrossing rule).** A diatomic molecule has $d=1$ and $c=2$, so by (b) potential curves of the same symmetry generically do not cross, while curves of different symmetry may cross, and a crossing at which their difference changes sign survives small perturbations that keep the symmetry.

The rule fails where an assumption fails. A hidden conserved quantity, such as the separation constant of the one-electron two-centre Coulomb problem, divides a block into smaller blocks whose levels may cross with $c=1$. A second tunable parameter, such as the tilt angle of a field, makes $d=2$ and admits isolated intersections. The limits $R\to0$ and $R\to\infty$ have higher symmetry and lie outside the open range of $R$. The rule gives no lower bound on the gap. The proof of (b) is for a finite basis.

For nonlinear molecules of $N_a$ atoms, $d=3N_a-6$. By (c), a degeneracy within one symmetry block with $J$ of full rank, where one occurs, has the following dimension. In a triatomic it is a seam of dimension $1$ in the real class and, the molecule being planar, an isolated point (dimension $0$) for odd $N_e$ with spin–orbit coupling. In a four-atom molecule without symmetry the dimensions are $4$, $3$ and $1$ for $\beta=1,2,4$, where $\beta=2$ requires a magnetic field and the count holds at fixed orientation to it.

## Worked example: an ionic–covalent pair

The model has round parameters and describes no particular molecule: $H_{11}=0$, $H_{22}=\delta(R)=\Delta-C/R$ with $C=e^2/4\pi\varepsilon_0=2.30708\times10^{-28}$ J m, and $H_{12}=V(R)=Ae^{-\gamma R}$, with $\Delta=3.2\times10^{-19}$ J, $A=4.0\times10^{-18}$ J and $\gamma=1.0\times10^{10}$ m$^{-1}$. Extra digits are kept only where formula and diagonalisation are compared.

**Different symmetry.** With $H_{12}=0$ the curves cross where $\delta=0$:
$$R_c=\frac{C}{\Delta}=\frac{2.30708\times10^{-28}}{3.2\times10^{-19}}=7.20962\times10^{-10}\ \text{m},\qquad F=\delta'(R_c)=\frac{C}{R_c^2}=\frac{\Delta}{R_c}=4.4385\times10^{-10}\ \text{N}.$$

**Same symmetry.** Now $x_1=-\delta/2$, $x_2=V$ and $s^2=\delta^2+4V^2$. Since $V$ never vanishes, this model has no crossing. At $R_c$, $\gamma R_c=7.2096$, $e^{-\gamma R_c}=7.3944\times10^{-4}$, $V_c=4.0\times10^{-18}\times7.3944\times10^{-4}=2.9578\times10^{-21}$ J, and the gap is $2V_c=5.9155\times10^{-21}$ J. The states mix within about $2V_c/F=1.3328\times10^{-11}$ m on either side of $R_c$ (printed as width), the distance at which $|\delta|$ reaches $2V_c$ at leading order; the whole mixing region is about twice this.

With $\xi=R-R_c$ we have $\delta=\Delta\,[1-1/(1+\xi/R_c)]=F\xi/(1+\xi/R_c)$, $\delta'=F/(1+\xi/R_c)^2$ and $V=V_ce^{-\gamma\xi}$. Setting $ds^2/d\xi=2\delta\delta'-8\gamma V^2=0$ gives
$$F^2\xi=4\gamma V_c^2\,e^{-2\gamma\xi}\,(1+\xi/R_c)^3 .$$
At leading order in $\gamma\xi$ and $\xi/R_c$, $\xi^*=\gamma(2V_c/F)^2=10^{10}\times(1.3328\times10^{-11})^2=1.7763\times10^{-12}$ m (printed as x*), so $\gamma\xi^*=0.01776$. The minimum lies outside $R_c$ because the coupling decays. Numerical minimisation finds $1.7283\times10^{-12}$ m, about $3\%$ below $\xi^*$. Expanding the right side to first order gives the factor $1-2\gamma\xi^*+3\xi^*/R_c$, a decrease of that size. For the gap, $s^2\approx F^2\xi^2+4V_c^2(1-2\gamma\xi)$, and $F^2\xi^{*2}=4\gamma V_c^2\xi^*$ gives $s^2\approx4V_c^2(1-\gamma\xi^*)$, so
$$s_{\min}\approx2V_c\left(1-\tfrac12\gamma\xi^*\right)=5.9155\times10^{-21}\times\left(1-\tfrac12\times0.01776\right)=5.8630\times10^{-21}\ \text{J}.$$
Diagonalisation gives $5.8643\times10^{-21}$ J, or $36.6$ meV. The difference is $0.02\%$ of the numerical value, of the order $(\gamma\xi^*)^2$ of the dropped terms. The gap always exceeds $|\delta|$, and where $V\ll|\delta|$ the excess is $2V^2/|\delta|$ at leading order in $V/\delta$. For $\xi>0$ this excess decays as $R$ grows. For $\xi<0$ its logarithmic derivative with respect to $|\xi|$ is $2\gamma-|\delta'/\delta|$, with $|\delta'/\delta|=1/[|\xi|(1+\xi/R_c)]$, so it stops falling near $\xi\approx-1/(2\gamma)$ and then grows with $V$, until at much smaller $R$ the divergence of $|\delta|$ makes it fall again. At those shorter distances $V$ is no longer small against $|\delta|$ and the leading form fails. The exact excess has, from $4V^2=(s-|\delta|)(s+|\delta|)$, the logarithmic derivative $[\gamma(s+|\delta|)-\delta']/s$ with respect to $|\xi|$. This reduces to the expression above for $V\ll|\delta|$ and turns negative as $R\to0$, where $\delta'=C/R^2$ outgrows $\gamma(s+|\delta|)\approx2\gamma C/R$. At $\xi=+4.0\times10^{-11}$ m, $\delta=1.682\times10^{-20}$ J and $s=1.728\times10^{-20}$ J. At $\xi=-4.0\times10^{-11}$ m, where $V$ is larger, $\delta=-1.880\times10^{-20}$ J and $s=2.077\times10^{-20}$ J.

**A second coordinate.** Let the coupling be $H_{12}=\kappa y$ with $\kappa=2.0\times10^{-10}$ N, as for a bending displacement $y$. Then $J=\operatorname{diag}(-F/2,\kappa)$ has rank two, and (c) gives a stable conical intersection at $\xi=y=0$. The minimiser returns a gap of $10^{-30}$ J, numerical zero on the scale of the other energies.

**Kramers pairs.** Double each state by spin and add $\tau_y\,\boldsymbol\lambda\cdot\boldsymbol\sigma$ with constant $\boldsymbol\lambda=(1,2,2)\times10^{-22}$ J, so that $|\boldsymbol\lambda|=\sqrt{1+4+4}\times10^{-22}=3.0\times10^{-22}$ J. The five components are $x=(-\delta/2,\ \kappa y,\ \lambda_x,\ \lambda_y,\ \lambda_z)$. Two coordinates remove only the first two, and the smallest gap is $2|\boldsymbol\lambda|=6.0\times10^{-22}$ J, or $3.7$ meV, as the numerical minimum confirms. At $\xi=2\times10^{-12}$ m and $y=3\times10^{-12}$ m, $\delta/2=4.4262\times10^{-22}$ J and $\kappa y=6.0\times10^{-22}$ J, so
$$|x|=\sqrt{4.4262^2+6.0^2+3.0^2}\times10^{-22}=8.0369\times10^{-22}\ \text{J},$$
and $2|x|$ equals the diagonalised gap $1.6074\times10^{-21}$ J. A single further coordinate that scales $\boldsymbol\lambda$ through zero would close this gap, but a general perturbation of the class $\beta=4$ would open it again. A degeneracy that survives all small perturbations of this class needs three further coordinates, along which the components of $\boldsymbol\lambda$ vary independently and reach zero together. If a mirror plane forces $\lambda_x=\lambda_y=0$, one further coordinate along which $\lambda_z$ changes sign is enough for a degeneracy that survives all small perturbations keeping the mirror.

Apart from the median $0.674$ of $|g|$, which is a standard value, the numerical check, with the classes $\beta=1$ and $\beta=4$ hidden behind a random unitary change of basis in its general tests, produces the numbers quoted here or those from which they follow by the arithmetic described.

## Table of computed values

```
General tests (dimensionless)
beta=1 n=4 m=2: dim X=10, tangent rank=8, codim=2
beta=1 n=4 m=3: dim X=10, tangent rank=5, codim=5
beta=1: Gamma count=2, chi2 estimate of c=2.02, <s^2>/eps^2=3.99
beta=1: min gap/eps: d=2 largest 1e-08; d=1 median 1.071
beta=2 n=4 m=2: dim X=16, tangent rank=13, codim=3
beta=2 n=4 m=3: dim X=16, tangent rank=8, codim=8
beta=2: Gamma count=3, chi2 estimate of c=3.01, <s^2>/eps^2=5.98
beta=2: min gap/eps: d=3 largest 2e-08; d=2 median 1.092
beta=4 n=4 m=2: dim X=28, tangent rank=23, codim=5
beta=4 n=4 m=3: dim X=28, tangent rank=14, codim=14
beta=4: Gamma count=5, chi2 estimate of c=4.94, <s^2>/eps^2=5.00
beta=4: min gap/eps: d=5 largest 1e-07; d=4 median 1.099
planar Kramers, 4 pairs: dim X=16, chi2 estimate of c=3.00
diatomic Omega=1/2 block, 3 states: dim X=6, estimate of c=1.98
same block without mirror: dim X=9, estimate of c=3.01
seam dim d-c: diatomic d=1: -1 (negative = empty)
seam dim, N=3 d=3: real 1, planar Kramers 0
seam dim, N=4 d=6: real 4, complex 3, Kramers 1
Worked model (SI)
Delta = 3.20e-19 J, A = 4.0e-18 J, gamma = 1.0e+10 1/m
e^2/(4 pi eps0) = 2.30708e-28 J m
Rc = 7.20962e-10 m
F = Delta/Rc = 4.4385e-10 N
gamma*Rc = 7.2096, exp(-gamma*Rc) = 7.3944e-04
Vc = 2.9578e-21 J, 2Vc = 5.9155e-21 J
width 2Vc/F = 1.3328e-11 m
x* formula = 1.7763e-12 m, numerical = 1.7283e-12 m
gamma*x* = 0.01776
min gap formula = 5.8630e-21 J
min gap numerical = 5.8643e-21 J = 36.60 meV
R-Rc = -4.0e-11 m: delta = -1.880e-20 J, gap = 2.0765e-20 J
R-Rc = -2.0e-11 m: delta = -9.130e-21 J, gap = 1.1643e-20 J
R-Rc = +0.0e+00 m: delta = +0.000e+00 J, gap = 5.9155e-21 J
R-Rc = +2.0e-11 m: delta = +8.637e-21 J, gap = 9.9026e-21 J
R-Rc = +4.0e-11 m: delta = +1.682e-20 J, gap = 1.7282e-20 J
kappa = 2.0e-10 N, lambda = (1e-22, 2e-22, 2e-22) J
|lambda| = 3.000e-22 J
two coordinates, lambda=0: min gap found = 1e-30 J
two coordinates, Kramers: min gap = 6.0000e-22 J = 3.745 meV
point R-Rc = 2e-12 m, y = 3e-12 m:
  delta/2 = 4.4262e-22 J, kappa*y = 6.0000e-22 J
  |x| = 8.0369e-22 J, gap by diagonalisation = 1.6074e-21 J
```
